# Invariance theorem for a distorted Penning trap and the relativistic cyclotron shift: test program

```python
"""
Results under test
(1) Invariance theorem: a charge in a uniform magnetic field of any direction
    and a quadratic electrostatic potential has three mode frequencies with
        f_plus^2 + f_axial^2 + f_minus^2 = f_c^2,   f_c = |q| B / (2 pi m).
(2) Relativistic cyclotron shift: each added cyclotron quantum lowers the next
    transition frequency of an electron by  h f_c^2 / (m c^2).
Symbols: stiffness = matrix K in the force -m K x; w = vector q B / m;
w0 = axial frequency of the aligned trap; eps = ellipticity;
theta, phi = polar and azimuthal angle of B in the trap axes;
b = (cyclotron quantum) / (rest energy); n = cyclotron quantum number;
ms = spin projection, +1/2 or -1/2 along B.
High precision is used because the modes differ by seven orders of magnitude.
"""
import numpy as np
from mpmath import mp
from scipy import constants as const

mp.dps = 40


def trap_stiffness(w0, eps, isotropic=0):
    """Quadrupole stiffness; 'isotropic' adds a force that breaks Laplace."""
    diagonal = [-(1 + eps) / 2, -(1 - eps) / 2, mp.mpf(1)]
    return [[diagonal[i] * w0**2 + isotropic if i == j else mp.mpf(0)
             for j in range(3)] for i in range(3)]


def field_vector(size, theta, phi):
    return [size * mp.sin(theta) * mp.cos(phi),
            size * mp.sin(theta) * mp.sin(phi),
            size * mp.cos(theta)]


def motion_eigenvalues(stiffness, w):
    """Growth rates of the motion, from the Lorentz force on unit states."""
    generator = mp.zeros(6)
    for j in range(6):
        state = [mp.mpf(int(i == j)) for i in range(6)]
        x, v = state[:3], state[3:]
        magnetic = [v[1] * w[2] - v[2] * w[1],
                    v[2] * w[0] - v[0] * w[2],
                    v[0] * w[1] - v[1] * w[0]]
        for i in range(3):
            electric = -sum(stiffness[i][k] * x[k] for k in range(3))
            generator[i, j] = v[i]
            generator[3 + i, j] = electric + magnetic[i]
    return list(mp.eig(generator)[0])


def mode_frequencies(rates):
    """Three frequencies in rising order; demands purely oscillating motion."""
    assert max(abs(mp.re(r)) for r in rates) < mp.mpf(10)**-25
    return sorted(abs(mp.im(r)) for r in rates)[::2]


# --- Invariance theorem in strongly distorted traps (frequency unit: w0) ---
print("TEST TRAPS (frequencies in units of w0)")
for size, degrees, eps in [(4, 20, 0.3), (6, 35, -0.5)]:
    eps = mp.mpf(str(eps))
    w = field_vector(mp.mpf(size), mp.radians(degrees), mp.mpf("0.7"))
    low, mid, high = mode_frequencies(
        motion_eigenvalues(trap_stiffness(mp.mpf(1), eps), w))
    total = low**2 + mid**2 + high**2
    assert abs(total - size**2) < mp.mpf(10)**-25
    assert abs((low * mid * high)**2 - (1 - eps**2) / 4) < mp.mpf(10)**-25
    print(f"cyclotron {size}, tilt {degrees} deg, eps {float(eps)}: modes "
          f"{float(low):.6f} {float(mid):.6f} {float(high):.6f}, "
          f"sum of squares {float(total):.6f}")

# A force with nonzero divergence must break the theorem by its trace.
extra = mp.mpf("0.1")
w = field_vector(mp.mpf(4), mp.radians(20), mp.mpf("0.7"))
rates = motion_eigenvalues(
    trap_stiffness(mp.mpf(1), mp.mpf("0.3"), extra), w)
broken_sum = -mp.re(sum(r**2 for r in rates)) / 2
assert abs(broken_sum - (16 + 3 * extra)) < mp.mpf(10)**-25
print(f"first trap plus isotropic stiffness {float(extra)}: "
      f"sum of squares {float(broken_sum):.6f}")

# Stability is a real condition: too elliptic, or too weak a field.
for label, size, eps in [("eps 1.2, cyclotron 4", 4, "1.2"),
                         ("eps 0, cyclotron 1", 1, "0")]:
    rates = motion_eigenvalues(trap_stiffness(mp.mpf(1), mp.mpf(eps)),
                               field_vector(mp.mpf(size), mp.mpf(0), 0))
    growth = max(mp.re(r) for r in rates)
    assert growth > 0.01
    print(f"unstable trap, {label}: growth rate {float(growth):.4f} w0")

# --- Dirac levels in a uniform field by diagonalization (m = c = hbar = 1) ---
def dirac_levels(b, size=20):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
    raise_ = lower.conj().T
    pi_x = np.sqrt(b / 2) * (lower + raise_)
    pi_y = 1j * np.sqrt(b / 2) * (lower - raise_)
    sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
    sigma_y = np.array([[0, -1j], [1j, 0]])
    beta = np.kron(np.diag([1, -1]), np.eye(2))
    hamiltonian = (np.kron(np.kron(sigma_x, sigma_x), pi_x)
                   + np.kron(np.kron(sigma_x, sigma_y), pi_y)
                   + np.kron(beta, np.eye(size)))
    energies = np.linalg.eigvalsh(hamiltonian)
    # Levels are doubly degenerate; the basis cutoff adds one false partner
    # to the otherwise single lowest level, so every second value is taken.
    return energies[energies > 0][::2]


strong = dirac_levels(0.1)[:8]
dirac_error = np.max(np.abs(strong - np.sqrt(1 + 0.2 * np.arange(8))))
assert dirac_error < 1e-11
weak_b = 1e-3
weak = dirac_levels(weak_b)
curvature = -(weak[2] - 2 * weak[1] + weak[0]) / weak_b**2
# The next term of the expansion is of relative size 3 b.
assert abs(curvature - 1) < 5 * weak_b
print("\nDIRAC TEST")
print(f"largest level error at b = 0.1: {dirac_error:.1e} m c^2")
print(f"shift per quantum / (b^2 m c^2) at b = 0.001: {curvature:.5f}")

# --- Shift per quantum in an aligned trap, from relativistic circular orbits ---
def aligned_modes(w0):
    """Fast and slow radial frequency for cyclotron frequency 1."""
    root = mp.sqrt(1 - 2 * w0**2)
    return (1 + root) / 2, (1 - root) / 2


w0_test, radius = mp.mpf("0.5"), mp.mpf("1e-4")
fast, slow = aligned_modes(w0_test)
orbit = mp.findroot(
    lambda f: f**2 / mp.sqrt(1 - (f * radius)**2) - f + w0_test**2 / 2, fast)
gamma = 1 / mp.sqrt(1 - (orbit * radius)**2)
action = gamma * orbit * radius**2 - radius**2 / 2
orbit_factor = (fast - orbit) / action
trap_factor = 1 / (1 - (slow / fast)**2)**2
assert abs(orbit_factor / trap_factor - 1) < 1e-6
print(f"aligned trap, w0 = 0.5 w_c: shift / free shift = "
      f"{float(orbit_factor):.6f} (orbit), {float(trap_factor):.6f} (formula)")

# --- Worked example: electron at 5.3 T in a tilted elliptic trap ---
field = mp.mpf("5.3")
axial_input = mp.mpf(60) * 10**6
tilt_deg, azimuth_deg, eps = 1, 30, mp.mpf("0.01")
charge, mass = mp.mpf(const.e), mp.mpf(const.m_e)
planck, light = mp.mpf(const.h), mp.mpf(const.c)
f_c = charge * field / (2 * mp.pi * mass)

w0 = axial_input / f_c
w = field_vector(mp.mpf(-1), mp.radians(tilt_deg), mp.radians(azimuth_deg))
modes = mode_frequencies(motion_eigenvalues(trap_stiffness(w0, eps), w))
f_minus, f_axial, f_plus = [f_c * f for f in modes]
recovered = mp.sqrt(f_plus**2 + f_axial**2 + f_minus**2)
assert abs(recovered / f_c - 1) < mp.mpf(10)**-25

shortcut_error = f_plus + f_minus - f_c
root_det = axial_input**3 * mp.sqrt(1 - eps**2) / 2
shortcut_formula = ((2 * root_det / f_axial - f_axial**2)
                    / (f_plus + f_minus + f_c))
assert abs(shortcut_error / shortcut_formula - 1) < mp.mpf(10)**-12

print("\nELECTRON IN A TILTED ELLIPTIC TRAP")
print(f"magnetic field: {float(field)} T")
print(f"aligned-trap axial frequency: {float(axial_input) / 1e6:.1f} MHz")
print(f"tilt {tilt_deg} deg, azimuth {azimuth_deg} deg, eps {float(eps)}")
print(f"free cyclotron frequency e B/(2 pi m): {mp.nstr(f_c, 16)} Hz")
print(f"f_plus:  {mp.nstr(f_plus, 16)} Hz")
print(f"f_axial: {mp.nstr(f_axial, 12)} Hz")
print(f"f_minus: {mp.nstr(f_minus, 9)} Hz")
print(f"root of sum of squares: {mp.nstr(recovered, 16)} Hz")
print(f"f_c - f_plus: {float(f_c - f_plus):.4f} Hz")
print(f"axial term f_axial^2/(2 f_c): {float(f_axial**2 / (2 * f_c)):.4f} Hz")
print(f"slow term f_minus^2/(2 f_c): {float(f_minus**2 / (2 * f_c)):.3e} Hz")
print(f"shortcut f_plus + f_minus - f_c: {float(shortcut_error):.4f} Hz")
print(f"shortcut error / f_c: {float(shortcut_error / f_c):.3e}")

# --- Relativistic shift at the same field, from differences of full levels ---
rest_frequency = mass * light**2 / planck
b = f_c / rest_frequency


def transition(n, ms):
    def level(k):
        return rest_frequency * mp.sqrt(1 + 2 * b * (k + mp.mpf(1) / 2 + ms))
    return level(n + 1) - level(n)


half = mp.mpf(1) / 2
shift = transition(0, half) - transition(1, half)
shift_formula = planck * f_c**2 / (mass * light**2)
assert abs(shift / shift_formula - 1) < 1e-7
print("\nRELATIVISTIC SHIFT (free electron, g = 2)")
print(f"b = h f_c/(m c^2): {float(b):.5e}")
print(f"shift per quantum from levels:  {float(shift):.4f} Hz")
print(f"shift per quantum from formula: {float(shift_formula):.4f} Hz")
print(f"shift per quantum as energy: "
      f"{float(planck * shift / charge):.4e} eV")
for ms, name in [(half, "up"), (-half, "down")]:
    for n in (0, 1):
        offset = transition(n, ms) - f_c
        assert abs(offset / (-shift_formula * (n + 1 + ms)) - 1) < 1e-7
        print(f"spin {name}, n = {n} to {n + 1}: transition - f_c = "
              f"{float(offset):.3f} Hz")

fast, slow = aligned_modes(w0)
trap_change = 1 / (1 - (slow / fast)**2)**2 - 1
print(f"relative change of shift in the aligned trap: "
      f"{float(trap_change):.2e}")

# Error made when the relativistic offset is left in the measured f_plus.
f_plus_seen = f_plus + transition(0, half) - f_c
uncorrected = mp.sqrt(f_plus_seen**2 + f_axial**2 + f_minus**2) - f_c
assert abs(uncorrected / (-1.5 * shift_formula) - 1) < 1e-5
print(f"f_c error if offset (spin up, 0 to 1) is ignored: "
      f"{float(uncorrected):.3f} Hz")
print(f"the same error / f_c: {float(uncorrected / f_c):.3e}")

print("done: every assertion held")
```

Running it gives:

```
TEST TRAPS (frequencies in units of w0)
cyclotron 4, tilt 20 deg, eps 0.3: modes 0.137283 0.891555 3.896958, sum of squares 16.000000
cyclotron 6, tilt 35 deg, eps -0.5: modes 0.103390 0.702971 5.957780, sum of squares 36.000000
first trap plus isotropic stiffness 0.1: sum of squares 16.300000
unstable trap, eps 1.2, cyclotron 4: growth rate 0.0856 w0
unstable trap, eps 0, cyclotron 1: growth rate 0.5000 w0

DIRAC TEST
largest level error at b = 0.1: 4.4e-16 m c^2
shift per quantum / (b^2 m c^2) at b = 0.001: 0.99701
aligned trap, w0 = 0.5 w_c: shift / free shift = 1.061580 (orbit), 1.061580 (formula)

ELECTRON IN A TILTED ELLIPTIC TRAP
magnetic field: 5.3 T
aligned-trap axial frequency: 60.0 MHz
tilt 1 deg, azimuth 30 deg, eps 0.01
free cyclotron frequency e B/(2 pi m): 148360196121.4122 Hz
f_plus:  148360183994.3293 Hz
f_axial: 59986269.1878 Hz
f_minus: 12134.8056 Hz
root of sum of squares: 148360196121.4122 Hz
f_c - f_plus: 12127.0829 Hz
axial term f_axial^2/(2 f_c): 12127.0819 Hz
slow term f_minus^2/(2 f_c): 4.963e-04 Hz
shortcut f_plus + f_minus - f_c: 7.7228 Hz
shortcut error / f_c: 5.205e-11

RELATIVISTIC SHIFT (free electron, g = 2)
b = h f_c/(m c^2): 1.20072e-09
shift per quantum from levels:  178.1396 Hz
shift per quantum from formula: 178.1396 Hz
shift per quantum as energy: 7.3673e-13 eV
spin up, n = 0 to 1: transition - f_c = -267.209 Hz
spin up, n = 1 to 2: transition - f_c = -445.349 Hz
spin down, n = 0 to 1: transition - f_c = -89.070 Hz
spin down, n = 1 to 2: transition - f_c = -267.209 Hz
relative change of shift in the aligned trap: 1.34e-14
f_c error if offset (spin up, 0 to 1) is ignored: -267.209 Hz
the same error / f_c: -1.801e-09
done: every assertion held
```
